# Low-momentum expansion of the one-loop vacuum polarization in QED: a numerical check

```python
# One-loop vacuum polarization of QED, subtracted at q^2 = 0.
# Result under test, with z = q^2/m^2 and u = x(1-x):
#   Pi = (alpha/pi) F(z),  F(z) = 2 * integral_0^1 u ln(1 - u z) dx
#   F(z) = -sum_n c_n z^n,  c_n = (2/n) ((n+1)!)^2 / (2n+3)!
#   c_1, c_2, c_3 = 1/15, 1/140, 1/945; radius of convergence |z| = 4.
# Conventions: hbar = c = 1, metric (+,-,-,-), t = Q^2/m^2 = -z,
# effective coupling alpha/(1 - Pi). Loop momenta k are in units of m.
from fractions import Fraction
from math import comb, factorial, pi, sqrt, log
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.special import gammaln

alpha = constants.fine_structure
mass_mev = constants.value("electron mass energy equivalent in MeV")

nodes, weights = np.polynomial.legendre.leggauss(200)
x_nodes, x_weights = (nodes + 1) / 2, weights / 2
u_nodes = x_nodes * (1 - x_nodes)


def F(z):
    """Polarization function in units of alpha/pi, by quadrature."""
    return 2 * np.sum(x_weights * u_nodes * np.log(1 - u_nodes * z))


def c(n):
    return Fraction(2 * factorial(n + 1)**2, n * factorial(2 * n + 3))


def partial_sum(z, last):
    return -sum(float(c(n)) * z**n for n in range(1, last + 1))


# Contracted Dirac trace with explicit Euclidean gamma matrices.
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gammas = [np.kron(pauli[1], s) for s in pauli]
gammas.append(np.kron(pauli[0], np.eye(2)))
for a in range(4):
    for b in range(4):
        anti = gammas[a] @ gammas[b] + gammas[b] @ gammas[a]
        assert np.allclose(anti, 2 * (a == b) * np.eye(4))
rng = np.random.default_rng(3)
k_vec, p_vec, m_test = rng.normal(size=4), rng.normal(size=4), 1.3
k_slash = sum(v * g for v, g in zip(k_vec, gammas))
p_slash = sum(v * g for v, g in zip(p_vec, gammas))
one = np.eye(4)
trace = sum(np.trace(g @ (m_test * one - 1j * k_slash)
                     @ g @ (m_test * one - 1j * p_slash)) for g in gammas)
assert abs(trace - (8 * k_vec @ p_vec + 16 * m_test**2)) < 1e-11


# Expansion of the loop integrand in Q, averaged over directions in 4D.
def cosine_moment(power):
    if power % 2:
        return 0.0
    h = power // 2
    return comb(2 * h, h) / (h + 1) / 4**h


def propagator_term(k, order, extra):
    """Q^order part of <cos^extra / ((k+Q)^2 + 1)>."""
    d = k**2 + 1
    total = 0.0 * k
    for j in range((order + 1) // 2, order + 1):
        a = 2 * j - order
        total = total + ((-1)**j * comb(j, a) * (2 * k)**a
                         * cosine_moment(a + extra) / d**(j + 1))
    return total


def integrand_term(k, order):
    value = (8 * k**2 + 16) * propagator_term(k, order, 0)
    if order > 0:
        value = value + 8 * k * propagator_term(k, order - 1, 1)
    return value / (k**2 + 1)


loop_coefficients = []
for n in (1, 2, 3):
    radial = quad(lambda k: k**3 * integrand_term(k, 2 * n + 2),
                  0, np.inf, epsabs=1e-12, epsrel=1e-10)[0]
    loop_coefficients.append(radial / 6)
    assert abs(radial / 6 - (-1)**(n + 1) * float(c(n))) < 1e-8


# Complete subtracted loop at finite Q, by direct momentum integration.
def loop_value(t):
    Q = sqrt(t)
    s_max = 200 / 201
    g, w = np.polynomial.legendre.leggauss(400)
    s = s_max * (g + 1) / 2
    k = s / (1 - s)
    dk = s_max * w / 2 / (1 - s)**2
    angle = np.arange(1, 201) * pi / 201
    cosine, angle_weight = np.cos(angle), 2 / 201 * np.sin(angle)**2
    kk = k[:, None]
    top = 8 * kk**2 + 8 * kk * Q * cosine + 16
    bottom = (kk**2 + 1) * (kk**2 + 2 * kk * Q * cosine + t + 1)
    average = (top / bottom) @ angle_weight
    finite = average - integrand_term(k, 0) - t * integrand_term(k, 2)
    return np.sum(dk * k**3 * finite) / (6 * t)


for t in (1.0, 8.0):
    assert abs(loop_value(t) - F(-t)) < 1e-6
    L = np.sum(x_weights * np.log(1 + u_nodes * t))
    assert abs(((1 - 2 / t) * L + 1 / 3) / 3 - F(-t)) < 1e-12

# Taylor coefficients from function values on the circle |z| = 2.
points = 64
circle = 2 * np.exp(2j * pi * np.arange(points) / points)
taylor = np.fft.fft([F(z) for z in circle]) / points
taylor = taylor / 2.0**np.arange(points)
for n in range(1, 13):
    assert abs(taylor[n] / float(c(n)) + 1) < 1e-7
assert [c(n) for n in (1, 2, 3)] == [Fraction(1, d) for d in (15, 140, 945)]

# Ratio of successive coefficients and its limit.
N = sp.symbols("N", positive=True)
ratio = N * (N + 2) / (2 * (N + 1) * (2 * N + 5))
for n in range(1, 12):
    measured = (taylor[n + 1] / taylor[n]).real
    assert abs(measured - float(ratio.subs(N, n))) < 1e-7
    assert measured < 0.25
radius = 1 / sp.limit(ratio, N, sp.oo)
assert radius == 4


# Term size just inside and just outside the radius.
def log_c(n):
    return np.log(2 / n) + 2 * gammaln(n + 2) - gammaln(2 * n + 4)


assert log_c(2000.0) + 2000 * log(3.9) < -20
assert log_c(2000.0) + 2000 * log(4.1) > 20

# Value at threshold, and the n^(-3/2) law on the circle.
threshold = 2 * quad(lambda x: 2 * x * (1 - x) * 2 * np.log(1 - 2 * x),
                     0, 0.5, epsabs=1e-11)[0]
assert abs(threshold + 8 / 9) < 1e-8
last = 20000
n_array = np.arange(1, last + 1, dtype=float)
boundary_terms = np.exp(log_c(n_array) + n_array * log(4))
tail = sqrt(pi) / 2 / sqrt(last + 0.5)
assert abs(boundary_terms.sum() + tail + threshold) < 5e-6
law = sqrt(pi) / 4 * last**-1.5
assert abs(boundary_terms[-1] / law - 1) < 1e-3

# Imaginary part above threshold.
z_cut = 6.0
beta = sqrt(1 - 4 / z_cut)
edges = [0, (1 - beta) / 2, (1 + beta) / 2, 1]
imaginary = sum(quad(lambda x: 2 * x * (1 - x) * np.log(
    1 - x * (1 - x) * (z_cut + 1e-12j)).imag, lo, hi)[0]
    for lo, hi in zip(edges[:-1], edges[1:]))
assert abs(imaginary + pi / 3 * beta * (1 + 2 / z_cut)) < 1e-7

# Truncation errors of the three-term sum.
error_space = F(-1.0) - partial_sum(-1.0, 3)
error_time = F(1.0) - partial_sum(1.0, 3)
bound_space = float(c(4))
bound_time = float(c(4)) / (1 - 1 / 4)
assert -bound_space < error_space < 0
assert -bound_time < error_time < 0

# Divergence at Q^2 = 8 m^2, where the function itself is finite.
far_sums = {n: partial_sum(-8.0, n) for n in (3, 6, 12, 20)}
far_errors = [abs(s - F(-8.0)) for s in far_sums.values()]
assert all(b > a for a, b in zip(far_errors[:-1], far_errors[1:]))

unit = alpha / pi
print(f"alpha = {alpha:.9f} (dimensionless)")
print(f"alpha/pi = {unit:.6e} (dimensionless)")
for n in range(1, 5):
    print(f"c_{n} = {c(n)} ; alpha c_{n}/pi = {unit * float(c(n)):.5e}"
          " (dimensionless)")
for n, value in enumerate(loop_coefficients, 1):
    print(f"direct loop, coefficient of (Q^2/m^2)^{n}: {value:+.8f} alpha/pi")
for t in (1.0, 8.0):
    print(f"Q^2 = {t:.0f} m^2: direct loop {loop_value(t):.7f} alpha/pi,"
          f" x integral {F(-t):.7f} alpha/pi")
for n in (1, 2, 3, 10, 100):
    print(f"ratio c_(n+1)/c_n at n = {n}: {float(ratio.subs(N, n)):.6f}")
print(f"radius of convergence = {radius} m^2")
print(f"radius for the electron = {float(radius) * mass_mev**2:.5f} MeV^2")
print(f"electron pair threshold energy = {2 * mass_mev:.5f} MeV")
for z in (-1.0, 1.0):
    print(f"Example q^2 = {z:+.0f} m^2")
    for n in (1, 2, 3):
        print(f"  sum of {n} term(s): Pi = {unit * partial_sum(z, n):+.6e}")
    print(f"  integral:         Pi = {unit * F(z):+.6e}")
print(f"error (integral - 3 terms), q^2 = -m^2: {unit * error_space:+.3e}")
print(f"  bound on its size: {unit * bound_space:.3e}")
print(f"error (integral - 3 terms), q^2 = +m^2: {unit * error_time:+.3e}")
print(f"  bound on its size: {unit * bound_time:.3e}")
print(f"Example q^2 = -8 m^2, integral: {F(-8.0):.5f} alpha/pi")
for n, value in far_sums.items():
    print(f"  sum of {n} terms: {value:+.4f} alpha/pi")
print(f"threshold value at q^2 = 4 m^2: {threshold:.6f} alpha/pi")
print(f"  the same as Pi = {unit * threshold:.5e} (dimensionless)")
print(f"Im part at q^2 = 6 m^2 + i0: {imaginary:.6f} alpha/pi")
print("every check passed")
```

Printed output:

```
alpha = 0.007297353 (dimensionless)
alpha/pi = 2.322819e-03 (dimensionless)
c_1 = 1/15 ; alpha c_1/pi = 1.54855e-04 (dimensionless)
c_2 = 1/140 ; alpha c_2/pi = 1.65916e-05 (dimensionless)
c_3 = 1/945 ; alpha c_3/pi = 2.45801e-06 (dimensionless)
c_4 = 1/5544 ; alpha c_4/pi = 4.18979e-07 (dimensionless)
direct loop, coefficient of (Q^2/m^2)^1: +0.06666667 alpha/pi
direct loop, coefficient of (Q^2/m^2)^2: -0.00714286 alpha/pi
direct loop, coefficient of (Q^2/m^2)^3: +0.00105820 alpha/pi
Q^2 = 1 m^2: direct loop 0.0604295 alpha/pi, x integral 0.0604295 alpha/pi
Q^2 = 8 m^2: direct loop 0.3130221 alpha/pi, x integral 0.3130221 alpha/pi
ratio c_(n+1)/c_n at n = 1: 0.107143
ratio c_(n+1)/c_n at n = 2: 0.148148
ratio c_(n+1)/c_n at n = 3: 0.170455
ratio c_(n+1)/c_n at n = 10: 0.218182
ratio c_(n+1)/c_n at n = 100: 0.246317
radius of convergence = 4 m^2
radius for the electron = 1.04448 MeV^2
electron pair threshold energy = 1.02200 MeV
Example q^2 = -1 m^2
  sum of 1 term(s): Pi = +1.548546e-04
  sum of 2 term(s): Pi = +1.382631e-04
  sum of 3 term(s): Pi = +1.407211e-04
  integral:         Pi = +1.403669e-04
Example q^2 = +1 m^2
  sum of 1 term(s): Pi = -1.548546e-04
  sum of 2 term(s): Pi = -1.714462e-04
  sum of 3 term(s): Pi = -1.739042e-04
  integral:         Pi = -1.744194e-04
error (integral - 3 terms), q^2 = -m^2: -3.542e-07
  bound on its size: 4.190e-07
error (integral - 3 terms), q^2 = +m^2: -5.152e-07
  bound on its size: 5.586e-07
Example q^2 = -8 m^2, integral: 0.31302 alpha/pi
  sum of 3 terms: +0.6180 alpha/pi
  sum of 6 terms: -0.7270 alpha/pi
  sum of 12 terms: -25.7603 alpha/pi
  sum of 20 terms: -3238.2110 alpha/pi
threshold value at q^2 = 4 m^2: -0.888889 alpha/pi
  the same as Pi = -2.06473e-03 (dimensionless)
Im part at q^2 = 6 m^2 + i0: -0.806133 alpha/pi
every check passed
```
